# Silicon Escape-Peak Fraction for X-Rays on a Thick Detector

**Q.** A silicon detector is supposed to measure photon energy. Why should a beam of a single energy $E$ give a second, weaker peak below the main one?

**A.** Because some of the energy can leave again as light. Suppose the photon is absorbed in the K shell of a silicon atom, whose binding energy is $E_K=1.84$ keV. The photoelectron carries off $E-E_K$, and the atom is left with a K hole. Usually the hole is filled with emission of an Auger electron, which stops nearby. With probability $\omega$, the K fluorescence yield, it is filled with emission of a photon of energy $E_f\simeq1.74$ keV. If that photon is reabsorbed in the detector, its energy joins the same pulse. If it leaves, the pulse contains

$$(E-E_K)+(E_K-E_f)=E-E_f .$$

The second bracket is the energy of the hole left in an outer shell, which is still deposited locally. For $E=5.9$ keV the escape peak therefore lies at $5.9-1.74=4.16$ keV.

The quantity to calculate is $f$, the number of such escapes per absorbed photon. I take a parallel beam at normal incidence on a flat detector, far from its side edges and much thicker than the absorption length. Absorption is treated as purely photoelectric, and all deposited charge is collected. Each of these assumptions can be relaxed later.

**Q.** Not every absorption makes a K hole. How do you count those that do?

**A.** Let $p$ be the share of absorptions that occur in the K shell. As the photon energy crosses the K edge, the absorption coefficient jumps by a factor $r$. Just below the edge only the outer shells absorb; call their contribution 1. Just above it the total is $r$, so the K shell contributes $r-1$, and

$$p=\frac{r-1}{r}=1-\frac1r .$$

I use this share at higher energies too, which assumes that the K and outer-shell contributions fall with energy in the same proportion. An absorbed photon then produces a K fluorescence photon with probability $\omega p$, at whatever depth it is absorbed. Hence

$$f=\omega p\,G,$$

where $G$ is the escape probability of a fluorescence photon, averaged over the depth and direction of its emission.

**Q.** For the average you need the direction of emission. The beam has a direction, and perhaps a polarization. Why should the fluorescence forget both?

**A.** Because the K hole has total angular momentum $1/2$. Any pure state of such a hole is "up" along some axis, so take that axis and put $m=+\tfrac12$. In a dipole transition the hole moves to a p shell with angular momentum $j$, and the projection changes by $q=+1,0,-1$. The relative weights are the squared Clebsch–Gordan coefficients. If $\chi$ is the angle from the axis, the emission patterns, equally normalized over the sphere, are

$$q=\pm1:\ \frac{1+\cos^2\chi}{2},\qquad q=0:\ 1-\cos^2\chi .$$

For $j=3/2$ the weights for $q=+1,0,-1$ are $1,\tfrac23,\tfrac13$. The final states are distinct, so intensities add:

$$\frac43\,\frac{1+\cos^2\chi}{2}+\frac23(1-\cos^2\chi)=\frac43 .$$

For $j=1/2$ the weights are $0,\tfrac13,\tfrac23$, and

$$\frac23\,\frac{1+\cos^2\chi}{2}+\frac13(1-\cos^2\chi)=\frac23 .$$

The angle has dropped out of both sums. A mixture of hole states is a mixture of isotropic patterns, so it is isotropic as well. In this atomic dipole treatment, neither the direction nor the polarization of the beam affects the fluorescence intensity pattern.

**Q.** Then half the photons go forward and half backward. Is the escape probability simply one half?

**A.** That holds at the surface. From a depth $z$ the photon must also survive the way out. Let $c$ be the cosine of the angle between its direction and the outward normal of the front face. The fraction of all directions with cosine between $c$ and $c+dc$ is

$$\frac{2\pi\,dc}{4\pi}=\frac{dc}{2}.$$

Photons heading for the front face have $0<c<1$, and their path to it is $z/c$. With $\mu_f$ the linear attenuation coefficient of silicon for its own fluorescence, the escape probability from depth $z$ is

$$P(z)=\frac12\int_0^1 e^{-\mu_f z/c}\,dc .$$

The substitution $s=1/c$, $dc=-ds/s^2$, turns this into

$$P(z)=\frac12\int_1^\infty\frac{e^{-\mu_f z s}}{s^2}\,ds=\frac12E_2(\mu_f z),$$

where $E_2$ is the exponential integral of order two. At $z=0$ the integral is 1 and $P=\tfrac12$, as you said. Deeper down, $P$ falls faster than $\tfrac12e^{-\mu_f z}$, since every oblique path is longer than $z$.

**Q.** You treat a reabsorbed fluorescence photon as finished. Could it not make another K hole, and another fluorescence photon?

**A.** It lacks the energy. Its 1.74 keV is below the 1.84 keV needed to open the silicon K shell. It can be absorbed in outer shells, and its energy is then deposited in the detector. There is no chain of K fluorescence to sum.

**Q.** Now the depth average. An integral over an exponential integral does not look promising.

**A.** It becomes elementary if the depth integral is done before the angular one. Let $\mu$ be the attenuation coefficient for the incident photons. In a thick detector the absorption depth has the density $\mu e^{-\mu z}$, whose integral from zero to infinity is 1. Therefore

$$G=\int_0^\infty \mu e^{-\mu z}\left[\frac12\int_0^1e^{-\mu_f z/c}\,dc\right]dz .$$

The integrand is nowhere negative, so the order may be exchanged. At fixed $c$,

$$\int_0^\infty\mu e^{-(\mu+\mu_f/c)z}\,dz=\frac{\mu}{\mu+\mu_f/c}=\frac{\mu c}{\mu c+\mu_f}.$$

Adding and subtracting $\mu_f$ in the numerator gives

$$\frac{\mu c}{\mu c+\mu_f}=1-\frac{\mu_f}{\mu c+\mu_f}.$$

The angular integral is now

$$G=\frac12\left[1-\int_0^1\frac{\mu_f\,dc}{\mu c+\mu_f}\right]
=\frac12\left[1-\frac{\mu_f}{\mu}\ln\frac{\mu+\mu_f}{\mu_f}\right].$$

The factor $\mu_f/\mu$ arises because the derivative of $\mu c+\mu_f$ with respect to $c$ is $\mu$. Multiplication by $\omega p$ gives the escape fraction:

$$\boxed{f=\frac{\omega p}{2}\left[1-\frac{\mu_f}{\mu}\ln\left(1+\frac{\mu}{\mu_f}\right)\right]}$$

Only the ratio $x=\mu/\mu_f$ enters the bracket. The density of silicon cancels, so mass attenuation coefficients may be used directly.

**Q.** The bracket is a difference of two terms. Does it behave sensibly when the photons penetrate deeply?

**A.** Deep penetration means small $x$. Expand the logarithm:

$$\frac{\ln(1+x)}{x}=1-\frac{x}{2}+\frac{x^2}{3}-\cdots,
\qquad G=\frac{x}{4}-\frac{x^2}{6}+\cdots .$$

The constant terms cancel, and $G$ vanishes in proportion to $\mu$. The factor $1/4$ has a direct meaning. When $\mu$ is small, the absorption density is nearly constant at $\mu$ over the shallow layer from which fluorescence can escape. Photons with direction cosine $c$ come from an effective depth $c/\mu_f$, so

$$G\simeq\frac12\int_0^1\frac{\mu c}{\mu_f}\,dc=\frac{\mu}{4\mu_f}.$$

In the opposite limit, $x\to\infty$, absorption takes place at the surface. Then $\ln(1+x)/x\to0$, $G\to\tfrac12$, and $f\to\omega p/2$. Between these limits $G$ grows steadily with $\mu$ at fixed $\mu_f$, because $\mu c/(\mu c+\mu_f)$ does so for each positive $c$. Above the K edge $\mu$ falls with energy, so the model gives a falling escape fraction if $\omega$ and $p$ are held fixed.

**Q.** An analyst sees two peaks, not a number of absorbed photons. Is $f$ the ratio of their areas?

**A.** Not quite. Of $N$ absorbed photons, $Nf$ go into the escape peak. If all the others are recorded at full energy, the parent peak holds $N(1-f)$. The ratio of areas is

$$R=\frac{Nf}{N(1-f)}=\frac{f}{1-f}.$$

The difference between $R$ and $f$ is of relative size $f$, hence small for silicon. The distinction still tells one how to correct a spectrum: the counts in the escape peak belong to the parent line and should be added back to it.

**Q.** Put in numbers. What does a real detector look like in this formula?

**A.** Take a silicon drift detector 450 µm thick and X-rays of 5.9 keV, the regime of the manganese K line used for energy calibration. I use rough typical values: mass attenuation coefficients of 150 cm²/g for the incident photons and 350 cm²/g for the fluorescence, density 2.33 g/cm³, jump ratio $r=10$, and yield $\omega=0.05$. Then $p=1-1/10=0.90$, and

$$\mu=150\times2.33\ \mathrm{cm^{-1}}=0.03495\ \mathrm{\mu m^{-1}},$$

$$\mu_f=350\times2.33\ \mathrm{cm^{-1}}=0.08155\ \mathrm{\mu m^{-1}} .$$

The absorption lengths are $1/\mu=28.6$ µm and $1/\mu_f=12.3$ µm. The ratio is $x=0.4286$, with $\ln(1+x)=0.3567$, so

$$G=\frac12\left(1-\frac{0.3567}{0.4286}\right)=0.0839 .$$

The escape fraction is

$$f=0.05\times0.90\times0.0839=0.0038=0.38\ \%.$$

The peak ratio $R$ is also 0.38 % at this precision. The surface limit $\omega p/2$ would be 2.25 %, so the depth of absorption lowers the escape fraction by a factor of about six. The small-$x$ estimate $G\simeq x/4=0.107$ is too high by more than a quarter: at this energy neither limit is a good substitute for the logarithm.

**Q.** From how deep do these photons come? If they come from the whole absorption length, small changes near the surface should not matter.

**A.** They come mostly from nearer the surface. The fraction of escapes that starts above a depth $h$ is

$$\frac1G\int_0^h\mu e^{-\mu z}\,\frac12E_2(\mu_f z)\,dz .$$

Numerical quadrature for $h=10$ µm gives 81 %. The same layer absorbs only $1-e^{-0.3495}=29.5$ % of the incident photons. The escape peak is thus a much more surface-weighted signal than the parent peak, and a defect at the entrance face can alter their ratio.

**Q.** Then consider a thin silicon layer at the entrance that collects no charge. Surely it removes the best-placed escape events and reduces $f$.

**A.** It reduces the number of counts, but not $f$ per photon absorbed in the active silicon. Let the inactive layer have thickness $d$. Photons that reach the active volume have the depth density

$$\frac{\mu e^{-\mu z}}{e^{-\mu d}}=\mu e^{-\mu(z-d)},\qquad z>d .$$

This is the original exponential, restarted at the active boundary. A fluorescence photon that crosses that boundary is lost to the signal, even if the inactive silicon absorbs it. The effective exit face is therefore also at $z=d$, and the same integral results. Both peaks, per incident photon, are reduced by $e^{-\mu d}$. This argument assumes a sharp boundary and no exchange of electrons across it.

**Q.** Electrons do cross boundaries. A photoelectron made close to the front face may leave and take its energy with it.

**A.** That is a different kind of loss. Fluorescence from below is no longer lost when it enters the near-surface layer, so the exit face does not move. But absorptions inside the layer may produce incomplete pulses that fall in neither peak. For a bound, take a rough electron range $\ell=0.3$ µm and discard every absorption shallower than $\ell$. The retained fraction is

$$f_\ell=\frac{\omega p}{e^{-\mu\ell}}\int_\ell^\infty\mu e^{-\mu z}\,\frac12E_2(\mu_f z)\,dz .$$

Quadrature gives a value 4.9 % below $f$, relative to $f$. The size is understandable. The layer contains only about 1 % of the absorptions, but its escape probability is near one half, about six times the average. Discarding it removes nearly 6 % of the escapes, and the smaller number of retained photons gives back about 1 %. In reality many electrons in the layer travel inward or sideways and stay, so 4.9 % bounds the reduction for this assumed range; it is not an estimate of it.

**Q.** "Thick" has carried much of the argument. When does it fail?

**A.** It fails when an appreciable part of the beam reaches the rear face. For thickness $D$, two things change: the average must be taken over the photons that are absorbed, and fluorescence can leave through the rear. Then

$$f_D=\frac{\omega p}{1-e^{-\mu D}}\int_0^D\mu e^{-\mu z}\,
\frac{E_2(\mu_f z)+E_2[\mu_f(D-z)]}{2}\,dz .$$

To see the trend, hold $\omega$, $p$ and $\mu_f$ fixed and scale $\mu$ from its 5.9 keV value as $E^{-2.8}$, a rough power law between the K edge and 10 keV. With $D=450$ µm, quadrature of the slab formula gives:

| $E$ (keV) | $1/\mu$ (µm) | thick $f$ (%) | slab $f_D$ (%) |
|---|---|---|---|
| 3.0 | 4.3 | 1.19 | 1.19 |
| 5.9 | 28.6 | 0.378 | 0.378 |
| 10.0 | 125 | 0.103 | 0.110 |

At 10 keV, 2.8 % of the beam passes through the slab. The slab result is 6 % above the thick-detector result, relative to the latter. Division by the absorbed share, 0.972, accounts for about 3 %; the remaining 3 % or so comes from rear escape. For this thickness, the thick formula therefore begins to fail at an energy where the escape peak is already weak. A thinner detector reaches that point sooner: with $D=100$ µm the slab result is already about 9 % above the thick one at 5.9 keV.

**Q.** Beams are seldom perfectly normal. Does a small tilt matter?

**A.** For incidence at an angle $\theta$ to the normal, a path $s$ reaches the depth $z=s\cos\theta$. The depth density is still exponential, with $\mu$ replaced by $\mu/\cos\theta$. The emission remains isotropic, so the whole derivation holds with

$$x\ \longrightarrow\ \frac{\mu}{\mu_f\cos\theta}.$$

A parallel beam tilted by 20° has an escape fraction 5.0 % higher than at normal incidence, relative to the latter. A converging beam needs an average over its angles.

**Q.** You spoke of one fluorescence line, but silicon also has a weaker Kβ line.

**A.** The Kβ photons lie near 1.836 keV, still below the K edge, and silicon attenuates them slightly less. Give them a rough 3 % share of the fluorescence and scale $\mu_f$ with the same power law. Replacing that share of the average escape probability raises $f$ by 0.4 % of its value. The Kβ escapes lie about 0.1 keV below the main escape peak. Fluctuations in the number of charges released in silicon already give a peak at this energy a full width at half maximum of about 0.1 keV. The weak Kβ component therefore gives no separate maximum but a low-energy tail on the main escape peak. The total $f$ applies to both together; a fit with a single Gaussian misses roughly 1 to 2.5 % of their combined area.

**Q.** The photoelectron has $5.9-1.84=4.06$ keV. That is enough to open another K shell. Have you not missed some fluorescence there?

**A.** Yes, a little. As the electron slows down, the number of K holes it makes is the integral of the K ionization cross-section divided by the energy loss per atom. In the Bethe forms for both, the common prefactor cancels, leaving

$$n=\frac{b}{ZE_K}\int_{E_K}^{E-E_K}
\frac{\ln(\varepsilon/E_K)}{\ln(1.166\,\varepsilon/J)}\,d\varepsilon .$$

Here $\varepsilon$ is the electron energy, $Z=14$, $b=0.9$ is a generous value for the strength factor of the K ionization formula, and $J=0.17$ keV is a rough mean excitation energy. Quadrature gives $n=0.011$. If I assign this number to every absorbed photon and place the new holes at the absorption site, the relative increase in $f$ is $n/p$, about 1.2 %. The Bethe forms are rough so close to threshold, and $n$ is proportional to $b$: empirical K cross-sections at these low overvoltages correspond to $b$ near 0.6, which gives about 0.8 %. This establishes a size and no more.

**Q.** What about scattering, and fluorescence that leaves through the sides?

**A.** For scattering, let all 14 electrons of an atom scatter coherently in every direction, and add free-electron scattering. With $\sigma_T$ the Thomson cross-section, $N_A$ the Avogadro constant and $M=28.085$ g/mol, this gives

$$(Z^2+Z)\,\sigma_T\frac{N_A}{M}=3.0\ \mathrm{cm^2/g}.$$

That is 2.0 % of the incident attenuation. Within this non-resonant, independent-atom picture it is a ceiling on the scattering strength, since electrons spread over an atom do not scatter fully in phase at all angles. It is not itself a change in $f$.

As for the sides, a fluorescence photon travelling 100 µm straight towards an edge survives with probability $e^{-\mu_f\times100\,\mathrm{\mu m}}=0.03$ %. Side escape can be neglected for a beam kept several times that distance from the edges, but not for one that illuminates them.

**Q.** After all these corrections, how far should I trust 0.38 %?

**A.** To about its first digit, unless the input data are better than mine. The result is proportional to $\omega$: a yield 10 % higher raises $f$ by 10 %. Raising $\mu_f$ by 5 %, with $\mu$ fixed, lowers $f$ by 3.8 %. Changes of this kind in the inputs are comparable with or larger than the neglected effects sized above for 5.9 keV.

For real silicon detectors near this energy, an escape peak of a few tenths of a percent of the parent is the right rough size, and the result falls in that range. This does not test the inputs one by one, since errors in them can compensate. One assumption that real devices can break is complete charge collection at the entrance face. With the assumed 0.3 µm electron range, photoelectron loss alone moves $f$ down by at most 4.9 % of its value. A contact that collects charge only partly over a greater depth could move it further, and the present calculation does not size that case. For accurate work the escape ratio should be measured on the detector in use, with the same beam geometry; the formula then supplies its approximate dependence on energy, as long as the detector remains thick, charge loss at the entrance face stays small, and the photon energy does not cross an absorption edge. Effects that are minor at 5.9 keV can grow with energy: the rough Bethe estimate of K holes made by photoelectrons adds about 1 % to $f$ there, but about 4 to 6 % at 10 keV (for $b$ between 0.6 and 0.9), comparable with the slab correction in the table. The bound on photoelectron loss grows too, because the electrons travel farther and the average escape probability is smaller: if the range grows as the 1.67 power of the electron energy, the 4.9 % at 5.9 keV becomes about 14 % at 10 keV.
